# Seebeck, Lorenz and Hall Coefficients of Two Bands under Three Relaxation-Time Models

## Problem

A three-dimensional semiconductor has two isotropic parabolic bands, each with spin degeneracy 2:

$$\varepsilon_c=E_g+\frac{k^2}{2m_e},\qquad \varepsilon_v=-\frac{k^2}{2m_h}.$$

Hartree atomic units are used, so the electron charge is $-1$, and $\theta=k_BT$. The net hole density $N=p-n$ and the temperature are fixed. Three relaxation times are to be compared:

- A, constant time: $\tau=\tau_0$.
- B, constant mean free path: $\tau=\lambda/|\mathbf v|$.
- C, inverse density of states: $\tau=C/g(\varepsilon)$.

Each of the constants $\tau_0,\lambda,C$ is the same in both bands. Model C describes elastic scattering whose matrix element is the same between all states, since the golden-rule rate is then proportional to the number of final states. The lattice heat current, phonon drag and interband coherence are left out.

1. Does the chemical potential depend on the model? Do the constants matter?
2. Find the Seebeck coefficient $S$, the electronic Lorenz number $L=\kappa/(\sigma T)$ and the weak-field Hall coefficient $R_H$.
3. When can B and C be told apart?
4. Evaluate all three models for $m_e=0.2$, $m_h=0.8$, $E_g=0.01$ hartree, $\theta=0.002$ hartree and $N=6\times10^{-7}$ bohr$^{-3}$. Then raise $N$ tenfold and a hundredfold.

## Hints

**Hint 1.** The density is an equilibrium quantity. Find $\mu$ before doing any transport.

**Hint 2.** Treat the valence band as a band of electrons. The signs of the hole contributions then follow from its velocity and curvature.

**Hint 3.** Write $S$ and $L$ as the mean and variance of $y=(\varepsilon-\mu)/\theta$ under a suitable weight.

**Hint 4.** Form the ratio of the relaxation times C and B in one band. Look separately at its dependence on energy and on mass.

## Solution

### 1. Density and chemical potential

Let $u$ be the kinetic energy measured into a band, $x=u/\theta$, and

$$\eta_e=\frac{\mu-E_g}{\theta},\qquad \eta_h=-\frac{\mu}{\theta}.$$

Below wavevector $k$ there are $2(4\pi k^3/3)/(2\pi)^3=k^3/(3\pi^2)$ states per volume. Differentiating with respect to $u$, with $du/dk=|\mathbf v|$,

$$g=\frac{k^2}{\pi^2|\mathbf v|}=\frac{m\sqrt{2mu}}{\pi^2},$$

where the last form uses $k=\sqrt{2mu}$ and $|\mathbf v|=k/m$. The occupation by carriers is $f(x)=1/(e^{x-\eta}+1)$ in both bands; for holes it is one minus the electron occupation. With

$$F_j(\eta)=\frac{1}{\Gamma(j+1)}\int_0^\infty\frac{x^j\,dx}{e^{x-\eta}+1},$$

the density of carriers in band $b$ is

$$n_b=\frac{m_b\sqrt{2m_b}}{\pi^2}\theta^{3/2}\,\Gamma(\tfrac32)F_{1/2}(\eta_b)
=2\left(\frac{m_b\theta}{2\pi}\right)^{3/2}F_{1/2}(\eta_b).$$

As $\mu$ rises, $p$ falls and $n$ grows, so $p-n=N$ has one solution. It contains no $\tau$. At equal $N$ and $T$ the three models therefore share $\mu$, $n$ and $p$.

### 2. Transport coefficients from the Boltzmann equation

**Seebeck and Lorenz.** Let $\boldsymbol{\mathcal E}$ be the electrochemical field, that is, the electric field plus $\nabla\mu$ for charge $-1$. Let $f_0$ be the Fermi function and $W=-\partial f_0/\partial\varepsilon$. The electric force contributes $W\,\mathbf v\cdot\mathbf E$ to the left side of the Boltzmann equation, and the spatial gradient of $f_0$ contributes $W\,\mathbf v\cdot(\nabla\mu+y\nabla\theta)$. Their sum equals $-\delta f/\tau$, so

$$\delta f=-\tau W\,\mathbf v\cdot(\boldsymbol{\mathcal E}+y\nabla\theta).$$

The electric current is $\mathbf j=-2\int\mathbf v\,\delta f\,d^3k/(2\pi)^3$. By isotropy,

$$\mathbf j=\sigma(\boldsymbol{\mathcal E}+\langle y\rangle\nabla\theta),\qquad
\sigma=2\int\frac{d^3k}{(2\pi)^3}\,\tau v_x^2W,$$

where $\langle\cdot\rangle$ is the average with weight $\tau v_x^2W$ over both bands. Define $S$ by $\boldsymbol{\mathcal E}=S\nabla T$ at $\mathbf j=0$. Then $S=-\langle y\rangle$ in units of $k_B/e$.

The heat current carries $\varepsilon-\mu=\theta y$ per electron:

$$\mathbf j_Q=-\sigma\theta\left(\langle y\rangle\boldsymbol{\mathcal E}+\langle y^2\rangle\nabla\theta\right).$$

Inserting the zero-current field $\boldsymbol{\mathcal E}=-\langle y\rangle\nabla\theta$ gives

$$L=\langle y^2\rangle-\langle y\rangle^2\quad\text{in }(k_B/e)^2.$$

**Separation into bands.** In the conduction band $y=x-\eta_e$. In the valence band $\varepsilon=-u$, so $y=-(x-\eta_h)$. Let $M_i$ be the integral of $x^i$ with the band's transport weight, up to a common factor. Then

$$S_e=-\left(\frac{M_1}{M_0}-\eta_e\right),\quad
S_h=+\left(\frac{M_1}{M_0}-\eta_h\right),\quad
L_b=\frac{M_2}{M_0}-\left(\frac{M_1}{M_0}\right)^2,$$

each with the moments of its own band. With fractions $w_b=\sigma_b/\sigma$, the mean is $S=w_eS_e+w_hS_h$, and $\langle y^2\rangle=\sum_bw_b(L_b+S_b^2)$. Subtracting $S^2$ and using $w_e+w_h=1$,

$$L=w_eL_e+w_hL_h+w_ew_h(S_e-S_h)^2.$$

The last term is the bipolar heat: electrons and holes move together with no net electric current and carry energy. Since $\eta_e+\eta_h=-E_g/\theta$, the difference $S_h-S_e$ equals $E_g/\theta$ plus the two ratios $M_1/M_0$.

**Hall coefficient.** Now set $\nabla T=0$ and add $\mathbf B=B\hat{\mathbf z}$. The magnetic force is $-\mathbf v\times\mathbf B$, so

$$\delta f=-\tau W\,\mathbf v\cdot\mathbf E+\tau(\mathbf v\times\mathbf B)\cdot\nabla_k\delta f.$$

To first order in $B$, the zero-field solution is inserted on the right. The vector $\mathbf v\times\mathbf B$ is perpendicular to $\mathbf v=\nabla_k\varepsilon$, so the derivative does not act on $\tau(\varepsilon)$ or $W(\varepsilon)$. For $\mathbf E$ along $y$, the part linear in $B$ is

$$\delta f_1=-\tau^2WBE_y\,(v_y\partial_{k_x}-v_x\partial_{k_y})v_y.$$

In the conduction band $\partial_{k_y}v_y=1/m_e$ and $\partial_{k_x}v_y=0$, so $\delta f_1=+\tau^2WBE_yv_x/m_e$. Its current along $x$ is negative because the charge is $-1$. In the valence band $\partial_{k_y}v_y=-1/m_h$, and the sign is reversed. Hence

$$\sigma_{xy}=B(H_h-H_e),\qquad H_b=\frac1{m_b}\int_0^\infty g\,\tau^2\frac{v^2}{3}W\,du.$$

Isotropy gives $\sigma_{yx}=-\sigma_{xy}$. The condition $j_y=0$ then reads $E_y=\sigma_{xy}E_x/\sigma$, while $j_x=\sigma E_x$ to first order. Therefore

$$R_H=\frac{E_y}{j_xB}=\frac{H_h-H_e}{(\sigma_e+\sigma_h)^2}.$$

A common factor in $\tau$ enters $\sigma_b$ once and $H_b$ twice. It cancels from $S$, $L$ and $R_H$, so $\tau_0$, $\lambda$ and $C$ need not be known as long as each is the same in both bands. If the constant differs between the bands, its electron-to-hole ratio multiplies $\sigma_e/\sigma_h$ once and $H_e/H_h$ twice, and it does matter.

### 3. The three relaxation times

The integrals needed follow by parts, for $s>0$:

$$\int_0^\infty x^s\left(-\frac{df}{dx}\right)dx=s\int_0^\infty x^{s-1}f\,dx=\Gamma(s+1)F_{s-1}(\eta).$$

The boundary terms vanish. From $g$ and $v^2=2u/m$,

$$g\frac{v^2}{3}=\frac{m\sqrt{2mu}}{\pi^2}\,\frac{2u}{3m}=\frac{2\sqrt{2m}}{3\pi^2}u^{3/2}.$$

**Model A.** The weight is $x^{3/2}$, so the moments are $\Gamma(\frac52)F_{1/2}$, $\Gamma(\frac72)F_{3/2}$ and $\Gamma(\frac92)F_{5/2}$. With $\Gamma(\frac52)=\frac32\Gamma(\frac32)$, comparison with $n_b$ gives

$$\sigma_b=\frac{n_b\tau_0}{m_b},\qquad H_b=\frac{n_b\tau_0^2}{m_b^2}.$$

**Model B.** Here $\tau=\lambda\sqrt{m/(2u)}$. The conductivity integrand is

$$g\tau\frac{v^2}{3}=\frac{2\lambda m}{3\pi^2}u,$$

so the weight is $x$, and the moments are $F_0$, $2F_1$ and $6F_2$. Multiplying the integrand by another $\tau/m$ gives $\lambda^2\sqrt{2mu}/(3\pi^2)$ for the Hall integral. With $G=\Gamma(\frac32)F_{-1/2}=\frac{\sqrt\pi}{2}F_{-1/2}$,

$$\sigma_b=\frac{2\lambda m_b\theta F_0}{3\pi^2},\qquad
H_b=\frac{\lambda^2\sqrt{2m_b\theta}\,G}{3\pi^2}.$$

**Model C.** The bands do not overlap, so $g$ at any energy belongs to one band. The ratio to model B is

$$\frac{\tau_C}{\tau_B}=\frac{C\pi^2|\mathbf v|/k^2}{\lambda/|\mathbf v|}
=\frac{\pi^2C}{\lambda}\frac{v^2}{k^2}=\frac{\pi^2C}{\lambda m^2}.$$

This does not depend on energy. Multiplying $\sigma_b$ by this ratio and $H_b$ by its square,

$$\sigma_b=\frac{2C\theta F_0}{3m_b},\qquad
H_b=\frac{\sqrt2\,\pi^2C^2\theta^{1/2}}{3\,m_b^{7/2}}G.$$

Within one parabolic band, B and C therefore give identical $S$, $L$ and $R_H$. With two bands of unequal mass the two models weight the bands differently, because the ratio $\tau_C/\tau_B$ depends on the mass:

$$\frac{(\sigma_e/\sigma_h)_C}{(\sigma_e/\sigma_h)_B}=\left(\frac{m_h}{m_e}\right)^2,\qquad
\frac{(H_e/H_h)_C}{(H_e/H_h)_B}=\left(\frac{m_h}{m_e}\right)^4.$$

At equal $\eta$, a constant mean free path gives the heavy band the larger conductivity: its greater number of states outweighs its lower velocity. In model C the number of states cancels against the lifetime, and the faster light band conducts better. A single coefficient can still coincide. At $\mu=E_g/2$, where $\eta_e=\eta_h$, the ratio $\sigma_e/\sigma_h$ is $m_e/m_h$ in B and $m_h/m_e$ in C. The product $w_ew_h$ is then the same, and so is $L$, while $S$ has opposite signs.

**Dilute single band.** For $\eta\to-\infty$ every $F_j\to e^\eta$. In A, $M_1/M_0=5/2$ and $M_2/M_0=35/4$, so $L=35/4-25/4=5/2$. In B and C, $L=6-4=2$. The Hall factor $r=n_bH_b/\sigma_b^2$ is 1 in A. In B and C,

$$r=\frac{(m\theta)^{3/2}}{\sqrt2\,\pi^{3/2}}\cdot\frac{\sqrt{2m\theta}\,\sqrt\pi}{6\pi^2}\cdot\frac{9\pi^4}{4m^2\theta^2}=\frac{3\pi}{8}\approx1.18.$$

In B and C $\tau$ diverges at the band edge as $u^{-1/2}$. The weak-field integral $G$ still converges, but the expansion requires a cyclotron frequency times $\tau$ that is small for the carriers that matter.

### 4. Numbers

At $N=6\times10^{-7}$ bohr$^{-3}$ the density condition gives $\mu=0.00491$ hartree, $n=7.76\times10^{-8}$ and $p=6.78\times10^{-7}$ bohr$^{-3}$, so $n/p=0.1145$. The conductivity ratios are:

- A: $\sigma_e/\sigma_h=(n/p)(m_h/m_e)=0.1145\times4=0.458$.
- B: $\sigma_e/\sigma_h=0.229$.
- C: $\sigma_e/\sigma_h=0.2293\times4^2=3.67$.

The band Seebeck coefficients are $S_e=-5.08$ and $S_h=4.99$ in A, and $-4.58$ and $4.50$ in both B and C. In units of $k_B/e$,

$$S_A=\frac{0.458(-5.08)+4.99}{1.458}=1.83,$$

$$S_B=\frac{0.2293(-4.583)+4.497}{1.2293}=2.80,\qquad
S_C=\frac{3.67(-4.58)+4.50}{4.67}=-2.64.$$

The band Lorenz numbers are about 2.5 in A and 2.0 in B and C. The bipolar terms are much larger: 21.9, 12.5 and 13.9. For A this is $0.4581/1.4581^2\times(10.0705)^2=21.9$. The totals are $L=24.4$, 14.5 and 15.9 $(k_B/e)^2$.

For the Hall sign compare $H_e$ with $H_h$. In A the ratio is $(n/p)(m_h/m_e)^2=0.1145\times16=1.83$. In B it is 0.459, and in C it is $0.4592\times4^4=118$. Electrons win in A and C, holes in B. In laboratory units:

| Model | $S$ (μV/K) | $L$ ($10^{-8}$ W Ω/K²) | $R_H$ (cm³/C) |
|---|---|---|---|
| A | $+158$ | 18.1 | $-0.53$ |
| B | $+242$ | 10.8 | $+0.57$ |
| C | $-227$ | 11.8 | $-8.56$ |

The same bands, temperature and carrier densities thus give three different pairs of signs. The Seebeck sign compares $\sigma_e|S_e|$ with $\sigma_hS_h$, while the Hall sign compares $H_e$ with $H_h$, which contain one more power of $\tau/m$. The two signs can therefore disagree, as they do in A. These signs rest on the equal constants assumed for the two bands, which a real material need not have. Since $H_e/H_h$ goes as the square of the electron-to-hole ratio of the constant, the Hall sign in A reverses when that ratio falls below $1/\sqrt{1.83}=0.74$, and in B when it rises above $1/\sqrt{0.459}=1.48$. Model C with $C_e/C_h=(m_e/m_h)^2$ would reproduce B.

At the higher densities, $S$ and $L$ are in $k_B/e$ and its square, and $eNR_H$ would be 1 for holes alone in model A:

| $N$ (bohr$^{-3}$) | Model | $S$ | $L$ | $eNR_H$ |
|---|---|---|---|---|
| $6\times10^{-6}$ | A | 2.82 | 3.08 | 0.97 |
| | B | 2.38 | 2.39 | 1.12 |
| | C | 2.03 | 5.54 | $-0.55$ |
| $6\times10^{-5}$ | A | 1.015 | 2.96 | 1.00 |
| | B | 0.730 | 2.87 | 1.03 |
| | C | 0.729 | 2.88 | 1.03 |

In the middle case $n/p$ is only $1.19\times10^{-3}$, yet C still gives an electron-like Hall sign. In C, $H_b/n_b$ scales as $m_b^{-7/2}/m_b^{3/2}=m_b^{-5}$ for dilute carriers. This gives the estimate $H_e/H_h\approx4^5\times1.19\times10^{-3}=1.2$, already above 1. The holes are not quite dilute here, so the estimate is rough, but the full formula confirms the sign. In C, $R_H$ becomes positive above $N=7.4\times10^{-6}$ bohr$^{-3}$; in A and B the reversal lies at $8.6\times10^{-7}$ and $3.4\times10^{-7}$ bohr$^{-3}$.

At the highest density the electrons hardly contribute. B and C then agree to within about half a percent, as the single-band result requires, while A keeps a clearly different $S$. This agreement belongs to the parabolic model. Here $\mu=-0.0088$ hartree lies almost a full gap below the valence edge, and $\theta$ corresponds to about 630 K. In a real semiconductor with a gap this narrow the band would not be parabolic over that range, and B and C would separate as in Variation 2.

The numerical check tests these formulas against three-dimensional $\mathbf k$-space integrals. Such integrals are also how a first-principles calculation proceeds: fix $\mu$ from the density, then sum computed energies, velocities and their derivatives. If bands overlap in energy, $g$ in model C must be the total density of states, and the separate band formulas for C no longer apply.

## Variation 1: equal masses

*Let $m_e=m_h=m$. Can B and C be distinguished at any doping?*

No. The ratio $\tau_C/\tau_B=\pi^2C/(\lambda m^2)$ is now the same number in both bands, and a common factor cancels from $S$, $L$ and $R_H$. For $m=0.4$ and $\mu=0.004$ hartree, with the same gap and temperature, both models give $S=1.55\,k_B/e$.

## Variation 2: one nonparabolic band

*A single conduction band obeys $u(1+\alpha u)=k^2/(2m)$ with $\alpha>0$. Do B and C still agree?*

Differentiating with respect to $k$ gives $(1+2\alpha u)|\mathbf v|=k/m$. The general expression for the ratio becomes

$$\frac{\tau_C}{\tau_B}=\frac{\pi^2C}{\lambda}\frac{v^2}{k^2}=\frac{\pi^2C}{\lambda m^2(1+2\alpha u)^2}.$$

It now falls with energy, so C gives less weight than B to fast carriers. Multiplying a weight by a decreasing function of $u$ lowers the mean of $y$. With $\mu$ at the band edge $y=x\ge0$, and hence $|S|$ is smaller in C.

For $m=0.2$, $\theta=0.002$ hartree and $\alpha=50$ hartree$^{-1}$, so that $\alpha\theta=0.1$, the results are $S_B=-2.55$ and $S_C=-2.03\,k_B/e$. At $\alpha=0$ both equal $-2F_1(0)/F_0(0)=-2.37\,k_B/e$. For the isotropic three-dimensional bands considered here, the agreement of B and C within one band thus relies on the parabolic dispersion. This comparison is made at equal $\mu$, which for one given band and temperature also means equal density.

## Numbers as computed

```
masses m_e, m_h = 0.2, 0.8 electron masses
gap = 0.01 hartree, k_B T = 0.002 hartree
N = 6.0e-07 bohr^-3: mu = 0.004910 hartree, eta_e = -2.5450, eta_h = -2.4550
  n = 7.7597e-08, p = 6.7760e-07 bohr^-3, n/p = 1.145e-01
  tau: S = +1.8280 k_B/e, L = 24.3602 (k_B/e)^2, R_H = -5.7775e+05 bohr^3/e, e N R_H = -0.3467
  mfp: S = +2.8031 k_B/e, L = 14.5281 (k_B/e)^2, R_H = +6.1922e+05 bohr^3/e, e N R_H = +0.3715
  dos: S = -2.6381 k_B/e, L = 15.8961 (k_B/e)^2, R_H = -9.2527e+06 bohr^3/e, e N R_H = -5.5516
N = 6.0e-06 bohr^-3: mu = 0.000087 hartree, eta_e = -4.9564, eta_h = -0.0436
  n = 7.1323e-09, p = 6.0071e-06 bohr^-3, n/p = 1.187e-03
  tau: S = +2.8170 k_B/e, L = 3.0775 (k_B/e)^2, R_H = +1.6177e+05 bohr^3/e, e N R_H = +0.9706
  mfp: S = +2.3799 k_B/e, L = 2.3942 (k_B/e)^2, R_H = +1.8702e+05 bohr^3/e, e N R_H = +1.1221
  dos: S = +2.0288 k_B/e, L = 5.5353 (k_B/e)^2, R_H = -9.1202e+04 bohr^3/e, e N R_H = -0.5472
N = 6.0e-05 bohr^-3: mu = -0.008776 hartree, eta_e = -9.3881, eta_h = 4.3881
  n = 8.5042e-11, p = 6.0000e-05 bohr^-3, n/p = 1.417e-06
  tau: S = +1.0148 k_B/e, L = 2.9605 (k_B/e)^2, R_H = +1.6666e+04 bohr^3/e, e N R_H = +1.0000
  mfp: S = +0.7296 k_B/e, L = 2.8693 (k_B/e)^2, R_H = +1.7232e+04 bohr^3/e, e N R_H = +1.0339
  dos: S = +0.7288 k_B/e, L = 2.8797 (k_B/e)^2, R_H = +1.7149e+04 bohr^3/e, e N R_H = +1.0290
largest relative deviation, formula vs k space = 2.6e-08
(sigma_e/sigma_h)_dos / (sigma_e/sigma_h)_mfp = 16.0000
Band contributions at N = 6.0e-07 bohr^-3:
  tau: sigma_e/sigma_h = 0.4581, H_e/H_h = 1.8323, S_e = -5.0787, S_h = 4.9918 k_B/e
    L_e = 2.5084, L_h = 2.5091, bipolar L = 21.8513 (k_B/e)^2
  mfp: sigma_e/sigma_h = 0.2293, H_e/H_h = 0.4592, S_e = -4.5831, S_h = 4.4965 k_B/e
    L_e = 2.0189, L_h = 2.0206, bipolar L = 12.5079 (k_B/e)^2
  dos: sigma_e/sigma_h = 3.6682, H_e/H_h = 117.5471, S_e = -4.5831, S_h = 4.4965 k_B/e
    L_e = 2.0189, L_h = 2.0206, bipolar L = 13.8769 (k_B/e)^2
Same case in laboratory units:
  tau: S = +157.5 microV/K, L = 18.09e-8 W ohm/K^2, R_H = -0.534 cm^3/C
  mfp: S = +241.6 microV/K, L = 10.79e-8 W ohm/K^2, R_H = +0.573 cm^3/C
  dos: S = -227.3 microV/K, L = 11.80e-8 W ohm/K^2, R_H = -8.558 cm^3/C
Net hole density at which the sign changes (bohr^-3):
  tau: S = 0 at 2.9549e-07, R_H = 0 at 8.5848e-07
  mfp: S = 0 at 6.2305e-08, R_H = 0 at 3.3771e-07
  dos: S = 0 at 1.5484e-06, R_H = 0 at 7.3621e-06
equal masses 0.4, mu = 0.004 hartree: S_mfp = 1.5483, S_dos = 1.5483 k_B/e
Dilute single conduction band, eta = -12:
  tau: L = 2.5000 (k_B/e)^2, Hall factor = 1.0000
  mfp: L = 2.0000 (k_B/e)^2, Hall factor = 1.1781
  dos: L = 2.0000 (k_B/e)^2, Hall factor = 1.1781
Single conduction band, eta = 0, nonparabolicity alpha (1/hartree):
  alpha = 0: S_mfp = -2.3731, S_dos = -2.3731 k_B/e
  alpha = 50: S_mfp = -2.5487, S_dos = -2.0283 k_B/e
```
